\section*{Complex Bands and Midgap Decay in a Symmetric Two-Band Insulator, part 1}

(Sections cited here and not found follow in the second part.)

\section{The complex band and its largest decay constant}

\subsection{Definitions and conventions}

A crystal has a valence band and a conduction band whose edges lie at the same wavevector, separated by a gap \(E_g\). The wavevector component \(k\) along the direction \(x\) is measured from the edges, and the transverse component is zero until stated otherwise. Energy is measured from the middle of the gap, so that the edges lie at \(\pm\Delta\) with
\begin{equation}
\Delta=\frac{E_g}{2}.
\label{eq:half}
\end{equation}
The mass \(m\) belongs to one band edge. It is defined by the curvature of the real bands,
\begin{equation}
E\simeq\pm\left(\Delta+\frac{\hbar^2k^2}{2m}\right),\qquad k\to0,
\label{eq:massdef}
\end{equation}
with the upper sign for the conduction band and the lower sign for the valence band. Both edges have the same \(m>0\); this is the first part of what ``symmetric'' means. The reduced mass of an electron and a hole is \(m/2\), and the two must not be interchanged.

The decay constant \(\kappa>0\) refers to the amplitude: an evanescent state varies as \(e^{-\kappa x}\) times a function with the period of the lattice. Its probability density, averaged over a cell, varies as \(e^{-2\kappa x}\).

Equal gaps and equal edge masses do not fix \(\kappa\) at midgap, because they say nothing about the bands away from their edges. The second part of the model is therefore a statement about coupling: the two edge states are coupled linearly in \(k\), and no other term depends on \(k\). Under this condition the largest decay constant in the gap is \(\sqrt{mE_g/(2\hbar^2)}\).

\subsection{The two-band Hamiltonian}

Let the one-electron Hamiltonian be \(H_0=\mathbf p^2/(2m_0)+V\), where \(m_0\) is the free-electron mass and \(V\) is a real periodic potential. Spin--orbit coupling is left out. Take the edges at the zone centre, and let \(u_c\) and \(u_v\) be the normalized, nondegenerate edge states, with energies \(\Delta\) and \(-\Delta\). Near the edges we write
\begin{equation}
\psi(\mathbf r)=e^{ikx}\left[c\,u_c(\mathbf r)+d\,u_v(\mathbf r)\right].
\label{eq:ansatz}
\end{equation}
The momentum operator acts on the plane-wave factor as well as on the periodic functions: \(p_x(e^{ikx}u)=e^{ikx}(p_x+\hbar k)u\). Squaring this operator gives
\begin{equation}
H_0e^{ikx}u=e^{ikx}\left[H_0+\frac{\hbar k}{m_0}p_x+\frac{\hbar^2k^2}{2m_0}\right]u.
\label{eq:kp}
\end{equation}
We now project on \(u_c\) and \(u_v\). Since \(H_0\) is real and the edge states are nondegenerate, both functions can be chosen real. The diagonal matrix elements of \(p_x\) then vanish:
\begin{equation}
\langle u|p_x|u\rangle=-i\hbar\int_{\rm cell}u\,\frac{\partial u}{\partial x}\,d^3r
=-\frac{i\hbar}{2}\int_{\rm cell}\frac{\partial u^2}{\partial x}\,d^3r=0,
\label{eq:diagonal}
\end{equation}
because \(u^2\) is periodic. The off-diagonal element need not vanish. It does vanish if the crystal has an inversion centre and the two states have the same parity, so in such a crystal the model requires opposite parities. Multiplying \(u_v\) by a constant phase makes the element real and positive, and we define
\begin{equation}
v=\frac{1}{m_0}\langle u_c|p_x|u_v\rangle>0 .
\label{eq:v}
\end{equation}
This quantity has the dimension of a velocity.

The projection also contains the common term \(\hbar^2k^2/(2m_0)\), and coupling to other bands would add further terms of order \(k^2\). The model drops all of these. The second half calculates the effects of the common term and of equal and opposite curvatures at the two edges. It does not treat an off-diagonal term in \(k^2\), which can occur in a crystal without an inversion centre. Without these terms the Hamiltonian is
\begin{equation}
H(k)=\begin{pmatrix}\Delta&\hbar vk\\ \hbar vk&-\Delta\end{pmatrix}
=\Delta\sigma_z+\hbar vk\,\sigma_x,
\label{eq:H}
\end{equation}
acting on the column \((c,d)^T\), where \(\sigma_x\) and \(\sigma_z\) are Pauli matrices.

\subsection{Real bands and the edge mass}

A nonzero column satisfies \(H(k)(c,d)^T=E(c,d)^T\) if the determinant of \(H(k)-E\) vanishes:
\begin{equation}
(\Delta-E)(-\Delta-E)-(\hbar vk)^2=0 .
\label{eq:det}
\end{equation}
The product of the two brackets is \(-\Delta^2-\Delta E+\Delta E+E^2=E^2-\Delta^2\). Hence
\begin{equation}
E^2=\Delta^2+\hbar^2v^2k^2 .
\label{eq:band}
\end{equation}
For real \(k\) the right side is at least \(\Delta^2\), so no propagating state has \(|E|<\Delta\). The two roots \(E=\pm\sqrt{\Delta^2+\hbar^2v^2k^2}\) are mirror images about midgap.

To connect \(v\) with the mass, expand the upper root for \(\hbar vk\ll\Delta\), using \(\sqrt{1+z}\simeq1+z/2\):
\begin{equation}
E=\Delta\sqrt{1+\frac{\hbar^2v^2k^2}{\Delta^2}}
\simeq\Delta+\frac{\hbar^2v^2k^2}{2\Delta}
=\Delta+\frac{\hbar^2v^2k^2}{E_g}.
\label{eq:expand}
\end{equation}
Comparison with Eq.~\eqref{eq:massdef} gives \(\hbar^2/(2m)=\hbar^2v^2/E_g\), or
\begin{equation}
m=\frac{E_g}{2v^2},\qquad \hbar^2v^2=\frac{\hbar^2E_g}{2m}.
\label{eq:mass}
\end{equation}
The expansion serves to identify \(m\). It is not used again, and Eq.~\eqref{eq:band} is kept in full inside the gap. At fixed coupling \(v\), a larger gap means a heavier edge mass, since the two edges then repel each other less strongly.

\subsection{Continuation into the gap}

In an infinite uniform crystal \(k\) must be real, since otherwise \(e^{ikx}\) grows without limit in one direction. A crystal that fills the half-space \(x>0\) admits \({\rm Im}\,k>0\), because the region in which the function would diverge is absent. The Schr\"odinger equation inside the crystal is the same in both cases. Equation~\eqref{eq:band} therefore still holds, with \(E\) real and \(k\) complex.

Write \(k=q+i\kappa\) with real \(q\) and \(\kappa\). Then
\begin{equation}
k^2=q^2-\kappa^2+2iq\kappa .
\label{eq:ksquare}
\end{equation}
From Eq.~\eqref{eq:band}, \(k^2=(E^2-\Delta^2)/(\hbar^2v^2)\), which is real. Thus \(q\kappa=0\). For \(|E|<\Delta\) it is also negative, which excludes \(\kappa=0\) and leaves \(q=0\). The wavevector is purely imaginary, and
\begin{equation}
\hbar^2v^2\kappa^2=\Delta^2-E^2 .
\label{eq:circle}
\end{equation}
The root \(\kappa>0\) decays into the half-space \(x>0\); the opposite root grows and is rejected there. In a layer of finite thickness both roots are allowed.

Taking the positive square root and separating the value at \(E=0\), we obtain
\begin{equation}
\kappa(E)=\kappa_0\sqrt{1-\left(\frac{2E}{E_g}\right)^2},
\qquad \kappa_0=\frac{\Delta}{\hbar v}=\frac{E_g}{2\hbar v}.
\label{eq:kappaE}
\end{equation}
Equation~\eqref{eq:mass} gives \(1/(\hbar v)=\sqrt{2m/(\hbar^2E_g)}\), so that
\begin{equation}
\kappa_0=\frac{E_g}{2}\sqrt{\frac{2m}{\hbar^2E_g}}
=\sqrt{\frac{E_g^2}{4}\,\frac{2m}{\hbar^2E_g}}
=\sqrt{\frac{mE_g}{2\hbar^2}} .
\label{eq:main}
\end{equation}

It remains to show that this is the maximum. Differentiating Eq.~\eqref{eq:circle} gives
\begin{equation}
\frac{d\kappa^2}{dE}=-\frac{2E}{\hbar^2v^2},\qquad
\frac{d^2\kappa^2}{dE^2}=-\frac{2}{\hbar^2v^2}<0 .
\label{eq:max}
\end{equation}
The first derivative vanishes at \(E=0\) and nowhere else, and the second is negative. Since \(\kappa\) is positive and increases with \(\kappa^2\), it has its maximum \(\kappa_0\) at midgap. It falls to zero at both edges, where the evanescent states turn into propagating ones.

In the plane of \(\kappa\) and \(E\), Eq.~\eqref{eq:circle} is half of an ellipse joining the two band edges. Followed from the conduction edge, the branch \(E=+\sqrt{\Delta^2-\hbar^2v^2\kappa^2}\) meets the valence branch at \(\kappa=\kappa_0\). On either branch
\begin{equation}
\frac{dE}{d\kappa}=-\frac{\hbar^2v^2\kappa}{E},
\label{eq:slope}
\end{equation}
which diverges as \(E\to0\). This is a branch point of \(E(k)\) at \(k=i\kappa_0\). The two real bands are thus two parts of one function, connected through imaginary wavevectors.

\subsection{Comparison with a single parabolic band}

Let \(\delta=\Delta-E\) be the depth of the energy below the conduction edge. Then \(\Delta^2-E^2=(\Delta-E)(\Delta+E)=\delta(E_g-\delta)\). Inserting this and Eq.~\eqref{eq:mass} into Eq.~\eqref{eq:circle} gives
\begin{equation}
\kappa^2=\frac{2m}{\hbar^2E_g}\,\delta(E_g-\delta)
=\frac{2m\delta}{\hbar^2}\left(1-\frac{\delta}{E_g}\right).
\label{eq:depth}
\end{equation}
The first factor is the result for a single parabolic band under a barrier of height \(\delta\). The bracket is the effect of the valence band. It is close to one near the conduction edge and equals \(1/2\) at midgap. The parabolic formula, continued to midgap with the same edge mass, therefore overestimates \(\kappa\) by a factor \(\sqrt2\) in this model.

\subsection{Composition and current}

The upper row of the eigenvalue equation with \(k=i\kappa\) is \((\Delta-E)c+i\hbar v\kappa\,d=0\). Therefore
\begin{equation}
\frac{c}{d}=-i\rho,\qquad
\rho=\frac{\hbar v\kappa}{\Delta-E}=\sqrt{\frac{\Delta+E}{\Delta-E}},
\label{eq:ratio}
\end{equation}
where the last form follows from Eq.~\eqref{eq:circle}. With \(|c|^2+|d|^2=1\), the conduction weight is
\begin{equation}
|c|^2=\frac{\rho^2}{1+\rho^2}=\frac{\Delta+E}{2\Delta}
=\frac12+\frac{E}{E_g}.
\label{eq:weight}
\end{equation}
At midgap the state contains equal parts of both edge states. Since \(1-\delta/E_g=1/2+E/E_g\), the bracket in Eq.~\eqref{eq:depth} is equal to this conduction weight.

The velocity operator is \(\hbar^{-1}\partial H/\partial k=v\sigma_x\), so the particle current is \(J=2v\,{\rm Re}(c^*d)\). For one decaying wave \(c^*d\) is imaginary, and no current flows. In a layer \(0<x<L\) the growing wave is present too. Its ratio \(c/d\) is \(+i\rho\), because \(\kappa\) changes sign. With amplitudes \(A\) and \(B\),
\begin{align}
c&=-i\rho Ae^{-\kappa x}+i\rho Be^{\kappa x},&
d&=Ae^{-\kappa x}+Be^{\kappa x}.
\label{eq:twowaves}
\end{align}
In \(c^*d\) the terms in \(|A|^2\) and \(|B|^2\) are imaginary and drop out of the real part. The cross terms are \(i\rho(A^*B-AB^*)=-2\rho\,{\rm Im}(A^*B)\), so
\begin{equation}
J=-4v\rho\,{\rm Im}(A^*B),
\label{eq:current}
\end{equation}
independent of \(x\), as current conservation requires. The contact at \(x=L\) fixes the ratio \(r\) of the growing to the decaying wave there: \(Be^{\kappa L}=rAe^{-\kappa L}\), or \(B=rAe^{-2\kappa L}\). Hence
\begin{equation}
J=-4v\rho|A|^2e^{-2\kappa L}\,{\rm Im}\,r .
\label{eq:layer}
\end{equation}
For \(\kappa L\gg1\) the growing wave is negligible at \(x=0\), and \(A\) no longer depends on \(L\). The current through a thick layer then falls as \(e^{-2\kappa L}\). The contacts determine the prefactor.

\subsection{Connection with the optical response}

The coupling that sets \(\kappa_0\) also sets the strength of optical transitions across the gap. For an electron of charge \(-e\) in a uniform vector potential \(A_x\), \(\hbar k\) is replaced by \(\hbar k+eA_x\). Equation~\eqref{eq:H} then acquires the term
\begin{equation}
H_{\rm opt}=evA_x\sigma_x .
\label{eq:optical}
\end{equation}
At \(k=0\) its matrix element between the valence and conduction states is \(evA_x\), and the transition rate in lowest order contains its square, \(e^2v^2A_x^2\). By Eq.~\eqref{eq:kappaE}, \(\kappa_0=E_g/(2\hbar v)\). At fixed gap, stronger optical coupling for light polarized along \(x\) therefore goes with slower decay along \(x\) in this model.

\subsection{Numbers for a wide gap}

Take \(E_g=3.4\) eV and \(m=0.20\,m_0\), rough values in the regime of gallium nitride along its \(c\) axis. With \(\hbar^2/m_0=0.07620\) eV\,nm\(^2\), Eq.~\eqref{eq:mass} gives
\begin{equation}
\hbar v=\sqrt{\frac{3.4\times0.07620}{2\times0.20}}\ {\rm eV\,nm}
=0.805\ {\rm eV\,nm},
\label{eq:numv}
\end{equation}
and Eq.~\eqref{eq:main} gives
\begin{equation}
\kappa_0=\sqrt{\frac{0.20\times3.4}{2\times0.07620}}\ {\rm nm}^{-1}
=2.11\ {\rm nm}^{-1}.
\label{eq:numk}
\end{equation}
A numerical search for the largest \(|{\rm Im}\,k|\) in the gap, with \(k\) found as an eigenvalue at each energy, gives the same value. The amplitude decay length is \(1/\kappa_0=0.47\) nm and the probability decay length is \(1/(2\kappa_0)=0.24\) nm. The exponential factor in Eq.~\eqref{eq:layer} falls by \(2\kappa_0/\ln10=1.8\) decades per nanometre.

At \(\delta=0.50\) eV below the conduction edge, the parabolic formula gives \(1.62\) nm\(^{-1}\). The conduction weight is \(1-0.50/3.4=0.853\), and Eq.~\eqref{eq:depth} gives \(1.62\sqrt{0.853}=1.50\) nm\(^{-1}\). The valence band thus lowers the decay constant by 8\% even at this modest depth.

\section{Conditions, corrections and electric fields}

\subsection{Results carried over}

Energy is measured from midgap, \(\Delta=E_g/2\), and \(m\) is the mass of one band edge. The Hamiltonian \(H=\Delta\sigma_z+\hbar vk\sigma_x\), with \(\hbar^2v^2=\hbar^2E_g/(2m)\), has the amplitude decay constant
\begin{equation}
\kappa(E)=\kappa_0\sqrt{1-\frac{E^2}{\Delta^2}},\qquad
\kappa_0=\frac{\Delta}{\hbar v}=\sqrt{\frac{mE_g}{2\hbar^2}} .
\label{eq:recall}
\end{equation}
The example has \(E_g=3.4\) eV, \(m=0.20\,m_0\), \(\hbar^2/m_0=0.07620\) eV\,nm\(^2\) and \(\kappa_0=2.112\) nm\(^{-1}\). Below, \(P\) denotes the coefficient of \(k\sigma_x\), which equals \(\hbar v\) in the original model but may change when other terms are added.

In the symmetric two-band model with coupling linear in \(k\), the decay constant is largest at midgap, where it equals \(\kappa_0=\sqrt{mE_g/(2\hbar^2)}\). It remains to find how the neglected terms, a finite lattice period, transverse motion and temperature change this value, and to calculate tunnelling across the gap in a uniform field.
